# Lateral potential of ordered and disordered dipole layers in gate stacks

## Problem

In a metal / high-k / silicon dioxide / silicon gate stack, a sheet of dipoles at the high-k/oxide boundary shifts the threshold voltage. The shift comes from the laterally uniform part of the potential. Because the sheet consists of discrete dipoles, the potential also has a lateral ripple, and the question is how much of it reaches the silicon.

Identical point dipoles sit on a perfect square lattice of spacing $a=0.5$ nm in the plane $z=0$.

(a) Estimate by scaling how far the first lateral harmonic of the potential falls over 1 nm.

(b) Show that in a uniform, isotropic, local dielectric its amplitude falls by more than five decades over 1 nm, for any common orientation of the dipoles.

(c) Show that five decades survive when other dielectric layers begin 1 nm from the sheet, and find the ripple at the silicon surface of a given stack.

(d) Let a tenth of the dipoles be missing at random. Estimate the resulting potential fluctuation, then calculate it.

Lengths are in nm and potentials in volts. A decade is a factor of ten in amplitude, not in power. The cell area is $A=a^2$, the permittivity is $\epsilon=\epsilon_0\epsilon_r$, and $p_z$ is the dipole component normal to the sheet.

## First estimate by scaling

**The ripple.** Outside the sheet there is no charge, so Laplace's equation makes the vertical curvature of the potential cancel its lateral curvature. Consider a ripple along $x$ with crest $+V$ and troughs $-V$ at distance $a/2$ on either side. Its curvature at the crest, estimated by a second difference, is

$$\frac{(-V)-2V+(-V)}{(a/2)^2}=-\frac{16V}{a^2}.$$

The vertical curvature must be $+16V/a^2$. If the ripple decays as $e^{-z/\ell}$, its vertical curvature is $V/\ell^2$, hence $\ell\approx a/4=0.125$ nm. Over 1 nm the amplitude falls by $e^{-8}$, or $8/\ln 10\approx3.5$ decades. The estimate shows a steep fall but does not establish five decades.

**The vacancies.** In a uniform medium, a normal dipole at distance about $z$ contributes roughly $p_z/(4\pi\epsilon z^2)$. With the uniform potential step $\Delta=p_z/(\epsilon A)$, derived below, this is $\Delta a^2/(4\pi z^2)$. About $N=\pi z^2/a^2$ sites lie within a lateral distance $z$. If each is occupied independently with probability $c$, their number fluctuates by $\sqrt{Nc(1-c)}$, so

$$\sigma\approx\sqrt{\frac{\pi z^2}{a^2}c(1-c)}\;\frac{\Delta a^2}{4\pi z^2}
=\frac{\Delta a\sqrt{c(1-c)}}{4\sqrt{\pi}\,z}.$$

This falls as $1/z$, not exponentially. For $\Delta=0.3$ V, $c=0.9$ and $z=1$ nm it gives about 6.3 mV.

## Exact solution for the perfect lattice

**Decay.** The potential has the period of the lattice, so it can be written as

$$\phi(\mathbf r,z)=\sum_{\mathbf G}\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r},\qquad
\mathbf G=\frac{2\pi}{a}(m,n),$$

with $\mathbf r$ the lateral position and $m,n$ integers. Two lateral derivatives multiply a term by $-|\mathbf G|^2$. Different exponentials are independent, so Laplace's equation holds for each term:

$$\phi_{\mathbf G}''=|\mathbf G|^2\phi_{\mathbf G}.$$

The solutions are $e^{\pm|\mathbf G|z}$, and above the sheet the growing one is excluded in an unbounded medium. The smallest nonzero wavenumber is

$$G=\frac{2\pi}{a}=12.566\ \text{nm}^{-1},$$

which belongs to the four vectors $(\pm G,0)$ and $(0,\pm G)$. Between any two heights above the sheet that differ by $L=1$ nm,

$$\frac{\phi_G(z+L)}{\phi_G(z)}=e^{-GL}=3.487\times10^{-6},\qquad
\frac{GL}{\ln10}=5.46\ \text{decades}.$$

This proves (b) once the harmonic is known to be present. Five decades require $L=5\ln10/G=0.916$ nm, so the margin in distance is about 8% of 1 nm.

**Amplitude.** Define the lateral transform $\tilde\phi(\mathbf k)=\int d^2r\,e^{-i\mathbf k\cdot\mathbf r}\phi$. For a point charge $q$ at the origin, Poisson's equation becomes

$$\tilde\phi''-k^2\tilde\phi=-\frac{q}{\epsilon}\delta(z).$$

The bounded solution is $Be^{-k|z|}$. Its slope jumps by $-2kB$ at $z=0$, and the equation requires a jump of $-q/\epsilon$, so $B=q/(2\epsilon k)$.

A dipole is a charge $q$ displaced by $\mathbf s$ from a charge $-q$, with $q\mathbf s=\mathbf p$ fixed as $s\to0$. Its potential is therefore $-\mathbf p\cdot\nabla$ acting on the potential of a unit charge. For $z>0$, the lateral gradient becomes $i\mathbf k$ and $\partial_z$ becomes $-k$:

$$\tilde\phi_1=-(i\mathbf p_\parallel\cdot\mathbf k-kp_z)\frac{e^{-kz}}{2\epsilon k}
=\left[p_z-i\frac{\mathbf p_\parallel\cdot\mathbf k}{k}\right]\frac{e^{-kz}}{2\epsilon}.$$

The coefficient $\phi_{\mathbf G}$ is the average over one cell of $e^{-i\mathbf G\cdot\mathbf r}\phi$. Summing over sites joins the cells into the whole plane, so $\phi_{\mathbf G}=\tilde\phi_1(\mathbf G)/A$ and

$$\phi_{\mathbf G}(z)=\left[p_z-i\frac{\mathbf p_\parallel\cdot\mathbf G}{|\mathbf G|}\right]\frac{e^{-|\mathbf G|z}}{2\epsilon A}.$$

Orientation changes the prefactor but not the decay. For a dipole along $x$ the components at $(0,\pm G)$ vanish, but those at $(\pm G,0)$ remain. Any nonzero dipole excites at least one pair.

A direct lattice sum of dipole potentials, with a smooth wide window to remove edge effects, was projected on the first harmonic at heights 0.25 and 1.25 nm. It gave a fall of 5.4575 decades for both normal and in-plane dipoles, in agreement with the formula.

For normal dipoles, the potential below the sheet has the opposite sign. Each component therefore jumps by $2p_z/(2\epsilon A)$ across the sheet. This is the step $\Delta=p_z/(\epsilon A)$, and it is the same for every harmonic. The uniform part keeps its step at all distances. The next harmonics, of wavenumber $\sqrt2G$, start with equal amplitude and are smaller than the first by $e^{-(\sqrt2-1)GL}=5.5\times10^{-3}$ at 1 nm.

## Layers beyond the first nanometre

**A bound.** Let a medium of permittivity $\epsilon_1$ fill $0<z<d$, with other layers beyond $d$. Reflection adds a growing exponential:

$$\phi_G=C\left[e^{-Gz}+r\,e^{-G(2d-z)}\right].$$

To limit $r$, describe the layers beyond $d$ by an effective permittivity $\epsilon_e$, defined through $-\epsilon\phi'=\epsilon_eG\phi$ at $z=d$. There the field obeys $(\epsilon\phi')'=\epsilon G^2\phi$, and $\phi$ can be taken real. Multiplying by $\phi$ and integrating by parts from $d$ to the far end, where $\phi$ vanishes, gives

$$-\epsilon\phi\phi'\big|_d=\int_d\epsilon\left(\phi'^2+G^2\phi^2\right)dz\ge0.$$

Thus $\epsilon_e\ge0$ if all permittivities are positive. At $z=d$ the slab solution has $\phi=Ce^{-Gd}(1+r)$ and $-\phi'=GCe^{-Gd}(1-r)$. Continuity of $\phi$ and $\epsilon\phi'$ then gives

$$\epsilon_1(1-r)=\epsilon_e(1+r)\quad\Rightarrow\quad
r=\frac{\epsilon_1-\epsilon_e}{\epsilon_1+\epsilon_e},\qquad -1\le r\le1.$$

With $x=e^{-2Gd}$, the fall from just above the sheet to $d$ is

$$R=\frac{\phi_G(d)}{\phi_G(0^+)}=\frac{(1+r)e^{-Gd}}{1+rx},\qquad
\frac{dR}{dr}=\frac{(1-x)e^{-Gd}}{(1+rx)^2}>0.$$

The largest $R$ therefore belongs to $r=1$:

$$R\le\frac{2e^{-Gd}}{1+e^{-2Gd}}=\frac1{\cosh Gd}.$$

For $d=1$ nm this guarantees at least 5.156 decades, whatever isotropic, local layers of positive permittivity follow. The layers below the sheet affect $C$ but cancel from $R$.

**A gate stack.** Take 2 nm of high-k dielectric with $\epsilon_{hk}=20$, 1 nm of oxide with $\epsilon_{ox}=3.9$, and thick silicon with $\epsilon_{Si}=11.7$ (relative values). The gate is an ideal conductor. Normal dipoles lie just inside the oxide at the high-k boundary, with $\Delta=p_z/(\epsilon_0\epsilon_{ox}A)=0.3$ V. The moment per site is

$$p_z=\epsilon_0(3.9)(0.3\ \text{V})(0.25\ \text{nm}^2)=2.59\times10^{-30}\ \text{C m}=0.776\ \text{debye}.$$

For a general wavenumber $k$, the high-k potential must vanish at the gate, $z=-t$. It is $D\sinh k(z+t)/\sinh kt$, whose slope at the boundary is $kD\coth kt$. Define $\epsilon_t=\epsilon_{hk}\coth kt$ and $\rho=re^{-2kd}$. The potential jumps by $\Delta$ across the sheet, while the normal displacement is continuous:

$$C(1+\rho)-D=\Delta,\qquad -\epsilon_{ox}C(1-\rho)=\epsilon_tD.$$

Eliminating $D$ gives

$$C=\frac{\Delta}{(1+\rho)+(\epsilon_{ox}/\epsilon_t)(1-\rho)}.$$

At $k=G$, $\rho$ is negligible and $\coth Gt$ is 1 to the digits used, so

$$C=\frac{0.3\ \text{V}}{1+3.9/20}=0.251\ \text{V},\qquad
r=\frac{3.9-11.7}{3.9+11.7}=-0.5.$$

The first harmonic at the silicon surface is

$$V_1=(0.251\ \text{V})(1-0.5)(3.487\times10^{-6})=0.438\ \mu\text{V}.$$

The fall is 5.76 decades. Silicon, with its larger permittivity, halves the amplitude and adds $\log_{10}2$ to the uniform-medium result. The four harmonics combine to $2V_1(\cos Gx+\cos Gy)$. Each cosine has mean square $1/2$, so the rms ripple is $2V_1=0.88\ \mu$V, and the peak-to-peak ripple is $8V_1=3.5\ \mu$V.

## Random vacancies

Let $s_{\mathbf R}$ be 1 at an occupied site and 0 at an empty one, independently, with mean $c$. Its variance is $c-c^2=c(1-c)$. The moments of the remaining dipoles are held fixed. The mean step becomes $c\Delta$, and the variance of the potential is

$$\sigma^2=c(1-c)\sum_{\mathbf R}\phi_1(\mathbf r-\mathbf R)^2
\approx\frac{c(1-c)}A\int d^2r\,\phi_1^2.$$

The integral replaces the sum when $\phi_1^2$ varies smoothly over a lattice spacing. Let $T(k)$ be the potential component at the observation plane divided by $\Delta$, so that $\tilde\phi_1=A\Delta T$. Parseval's theorem gives

$$\sigma^2=c(1-c)\Delta^2A\int_0^\infty\frac{k\,dk}{2\pi}T(k)^2.$$

In a uniform medium $T=e^{-kz}/2$, and

$$\int_0^\infty\frac{k\,dk}{2\pi}\frac{e^{-2kz}}4=\frac1{8\pi}\frac1{(2z)^2}=\frac1{32\pi z^2},
\qquad
\sigma=\frac{\Delta a}{z}\sqrt{\frac{c(1-c)}{32\pi}}.$$

The perfect lattice has no wavenumber between 0 and $G$. Random vacancies fill that gap, and wavelengths long compared with $z$ are hardly attenuated. This turns the exponential into a power law.

For $c=0.9$ and $\Delta=0.3$ V, the formula gives 4.49 mV at 1 nm and 2.24 mV at 2 nm. Samples of 6000 random lattices gave 4.52 and 2.23 mV. In the gate stack, with $T(k)=C(1+r)e^{-kd}/\Delta$, the integral gives 4.44 mV at the silicon surface. This is about 5000 times the rms ripple of the perfect lattice.

Carriers in the silicon reduce the fluctuation. In linear screening with length $\lambda$, the potential there obeys $\phi''=(k^2+\lambda^{-2})\phi$, so $\epsilon_{Si}$ is replaced by $\epsilon_{Si}\sqrt{1+1/(k\lambda)^2}$. For $10^{19}$ cm$^{-3}$ at 300 K, the nondegenerate Debye length is 1.29 nm. In this model the vacancy fluctuation drops to 3.19 mV, while $V_1$ changes only from 0.438 to 0.437 $\mu$V, because $G\lambda\gg1$. The model overestimates the screening: it treats the carriers as classical and lets them reach the interface, whereas their thermal wavelength is several nanometres and confinement keeps them away from the oxide. At this density the fluctuation should therefore lie between 3.19 mV and the 4.44 mV found without carriers.

## Comparison of estimate and solution

For the ripple, scaling gave the right form, $e^{-\text{const}\cdot z/a}$, with the constant 4 instead of $2\pi$. The second difference uses steps of half a period and so underestimates the curvature of a cosine at its crest. In the exponent this error is 36% of the exact value. In the amplitude at 1 nm it is a factor $e^{2(2\pi-4)}\approx96$, the difference between 3.5 and 5.5 decades. Deciding whether the fall exceeds five decades therefore needs a more accurate constant than scaling provides.

For the vacancies, the estimate exceeds the uniform-medium result by

$$\frac{1/(4\sqrt\pi)}{1/\sqrt{32\pi}}=\sqrt2,$$

or 6.3 against 4.5 mV. Here the unknown constant multiplies a power law, and scaling suffices for the order of magnitude.

## Where five decades can be lost

**Distance.** In a uniform medium, 0.9 nm is already too short. In the stack above, an oxide of 0.9 nm still gives 5.21 decades because of the factor from silicon.

**Period.** If alternate rows of dipoles differ, the period across the rows doubles and a harmonic at $G/2$ appears. It falls by only 2.73 decades over 1 nm in a uniform medium.

**Anisotropy.** With different normal and lateral permittivities, $\epsilon_n\phi''=\epsilon_lG^2\phi$, and the decay constant is $G\sqrt{\epsilon_l/\epsilon_n}$. Five decades over 1 nm require $\epsilon_l/\epsilon_n>0.839$. At a ratio of 0.8 the fall is 4.88 decades.

**Height errors.** Let each site of a full lattice have an independent normal displacement of rms $u$. To first order this multiplies its contribution by $1+k\,\delta z$, so its variance factor $k^2u^2$ takes the place of $c(1-c)$ and, since it depends on $k$, stands inside the integral:

$$\sigma_u^2=\Delta^2Au^2\int_0^\infty\frac{k^3dk}{2\pi}\frac{e^{-2kz}}4
=\Delta^2a^2u^2\frac{1}{8\pi}\frac{6}{(2z)^4}
=\frac{3\Delta^2a^2u^2}{64\pi z^4}.$$

For $u=0.05$ nm this is 0.92 mV at 1 nm in a uniform medium, again far above the ordered ripple.

**The real case.** The parameters are rough values for a hafnia-based stack: a step of a few tenths of a volt is a plausible size for an engineered interface dipole, and 1 nm is a fairly thick interlayer for scaled logic. A real high-k/oxide boundary is not a perfect square lattice. In a uniform medium, with the sizes assumed, random vacancies add more to the nonuniformity than height errors. In the stack this ranking holds only if displaced dipoles stay in the oxide. A dipole that crosses into the high-k layer gives a step smaller by $3.9/20$. If height errors about a fixed boundary carry half of the dipoles across, the factor $c(1-c)=0.09$ is replaced by about $\tfrac14(1-0.195)^2=0.16$, and the fluctuation is about 6 mV. With the assumed 10% vacancies, the nonuniformity at the silicon surface, for carrier densities up to $10^{19}$ cm$^{-3}$, moves from about 1 $\mu$V to 3–4 mV, compared with $kT/e=25.9$ mV at 300 K. A denser inversion layer screens more strongly, and the fluctuation is smaller at the depth where the carriers sit than at the surface. The vacancy fraction is an assumption, not a measured value. A local permittivity is also doubtful at the decay length $1/G=0.08$ nm, so the 0.25 V amplitude beside the sheet, and with it the microvolt figure, is a model value rather than a prediction. As an illustration, the program also treats a uniform nonlocal medium with $1/\epsilon_r(K)=1-(1-1/\epsilon_{ox})/(1+K^2l^2)$, where $K$ is the full three-dimensional wavenumber and $l=0.1$ nm. The fall over the first nanometre is then 6.01 decades, mainly because the potential beside the sheet is less screened and so starts higher. The numerical output below collects the figures.

## Numbers as computed

```
lattice spacing a = 0.50 nm
first wavenumber G = 12.5664 1/nm
decay length 1/G = 0.07958 nm
amplitude factor over 1 nm = 3.4873e-06
fall over 1 nm, uniform medium = 5.4575 decades
distance for five decades = 0.9162 nm
lattice sum, perpendicular, 0.25-1.25 nm = 5.4575 decades
lattice sum, in-plane, 0.25-1.25 nm = 5.4575 decades
second/first harmonic at 1 nm = 5.488e-03
least fall, any passive layers = 5.1565 decades
least fall in 20 random stacks = 5.3117 decades
permittivities high-k, oxide, Si = 20.0, 3.9, 11.7
thickness high-k, oxide = 2.0, 1.0 nm
uniform step = 0.30 V
dipole moment per site = 2.590e-30 C m
dipole moment per site = 0.776 debye
harmonic at sheet, oxide side = 0.2510 V
harmonic at Si surface = 0.4377 uV
fall sheet to Si = 5.7585 decades
ripple rms at Si, four first harmonics = 0.8755 uV
ripple peak-to-peak at Si = 3.5019 uV
temperature = 300 K, kT/e = 25.85 mV
carrier density = 1.0e+19 cm^-3
Debye length in Si = 1.293 nm
harmonic at Si with carriers = 0.4371 uV
site occupation c = 0.90
vacancy rms, uniform, 1 nm = 4.488 mV
  Monte Carlo, 1 nm = 4.523 mV
vacancy rms, uniform, 2 nm = 2.244 mV
  Monte Carlo, 2 nm = 2.227 mV
vacancy rms at Si, stack, no carriers = 4.436 mV
vacancy rms at Si, stack, carriers = 3.190 mV
vacancy rms / ripple rms, no carriers = 5.067e+03
height error rms = 0.05 nm
height noise, uniform, 1 nm = 0.916 mV
  Monte Carlo = 0.926 mV
fall with oxide of 0.9 nm = 5.2128 decades
fall over 1 nm, doubled period = 2.7288 decades
least lateral/normal permittivity ratio = 0.8394
fall over 1 nm at ratio 0.8 = 4.8813 decades
nonlocal screening length = 0.10 nm
fall over 1 nm, nonlocal uniform = 6.0119 decades
```
